# A failing check and its repair

Subject: Inverse-square electromigration lifetime from vacancy accumulation at a blocking end.

```python
"""
Result under test: vacancies drift toward a blocking wall of a semi-infinite
line. The time for the wall concentration to reach a fixed multiple c_f of its
initial value is tau_f(c_f) * ell^2 / D, hence proportional to 1/j^2.

Symbols: j current density, D vacancy diffusivity, ell = kT/(Z e rho j),
c = concentration / initial concentration, tau = D t / ell^2,
F(tau) = c at the wall. Lengths in um and times in s inside the solver.
Sinks in equilibrium with stress store R*ln(c) in addition to c.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

K_EV = const.k / const.e          # eV/K


def wall_value(tau):
    root = np.sqrt(tau)
    return (1 + tau / 2 + (1 + tau / 2) * erf(root / 2)
            + root / np.sqrt(np.pi) * np.exp(-tau / 4))


def scaled_lifetime(c_f):
    return brentq(lambda tau: wall_value(tau) - c_f, 0.0, c_f + 5,
                  xtol=1e-14, rtol=1e-12)


def solve_line(ell, diff, length, cells, t_end, c_stop=None,
               blocked_far_end=False, storage=0.0, loss_rate=0.0):
    """Finite volumes for the vacancy balance; returns time, x, c, wall c."""
    h = length / cells
    to_wall = np.exp(h / (2 * ell))   # zero flux between wall and first centre
    inflow = 0.0 if blocked_far_end else diff / ell

    def rate(t, c):
        toward_wall = np.zeros(cells + 1)
        toward_wall[1:-1] = diff * ((c[1:] - c[:-1]) / h
                                    + (c[1:] + c[:-1]) / (2 * ell))
        toward_wall[-1] = inflow
        gain = np.diff(toward_wall) / h - loss_rate * (c - 1)
        if storage:
            gain = gain / (1 + storage / c)
        return gain

    events = None
    if c_stop is not None:
        def reached(t, c):
            return c[0] * to_wall - c_stop
        reached.terminal = True
        events = reached
    sol = solve_ivp(rate, (0, t_end), np.ones(cells), method="LSODA",
                    lband=1, uband=1, rtol=1e-7, atol=1e-9, events=events)
    assert sol.success
    if c_stop is not None:
        assert sol.status == 1, "critical concentration was not reached"
    c = sol.y[:, -1]
    x = (np.arange(cells) + 0.5) * h
    return sol.t[-1], x, c, c[0] * to_wall


# Rough typical parameters of a copper line in an accelerated test
T = 573.0                # K
j_ref = 2.0              # MA/cm2
rho_ref = 4.0            # uOhm cm at T
Z = 1.0                  # magnitude of effective charge number
a0 = 0.36                # nm, fcc lattice constant
attempt = 1e13           # Hz
E_m = 0.70               # eV, vacancy migration
E_f = 1.30               # eV, vacancy formation
c_f = 10.0               # chosen critical ratio
B = 100.0                # GPa, effective modulus of confined line
line_length = 800.0      # um
sink_spacing = 100.0     # nm
heating = 5.0            # K at j_ref
T_use = 378.0            # K


def diffusivity(temp):   # um2/s, fcc lattice vacancy
    return (a0 * 1e-3) ** 2 * attempt * np.exp(-E_m / (K_EV * temp))


def drift_length(j, temp):   # um, resistivity proportional to temperature
    field = rho_ref * 1e-8 * temp / T * j * 1e10     # V/m
    return K_EV * temp / (Z * field) * 1e6


def lifetime(j, temp):       # s
    return scaled_lifetime(c_f) * drift_length(j, temp) ** 2 / diffusivity(temp)


D = diffusivity(T)
ell = drift_length(j_ref, T)
unit_time = ell ** 2 / D
tau_f = scaled_lifetime(c_f)
t_f = lifetime(j_ref, T)

# Closed form of the wall value against numerical Laplace inversion
for tau in (0.2, 1.0, 6.0):
    inverted = mp.invertlaplace(
        lambda s: (1 + mp.sqrt(1 + 4 * s)) / (2 * s ** 2), tau,
        method="talbot")
    assert abs(1 + float(inverted) - wall_value(tau)) < 1e-8

# Growth rate of the wall value against finite differences
for tau in (0.1, 1.0, 8.0):
    step = 1e-4 * tau
    slope = (wall_value(tau + step) - wall_value(tau - step)) / (2 * step)
    formula = (0.5 + 0.5 * erf(np.sqrt(tau) / 2)
               + np.exp(-tau / 4) / np.sqrt(np.pi * tau))
    assert abs(slope - formula) < 1e-6

# Early and late limits
small_excess = 1e-3
early_ratio = (scaled_lifetime(1 + small_excess)
               / (np.pi / 4 * small_excess ** 2))
assert abs(early_ratio - 1) < 3e-3
for tau in (2.0, 8.0, 20.0):
    remainder = tau + 2 - wall_value(tau)
    bound = 8 * np.exp(-tau / 4) / (np.sqrt(np.pi) * tau ** 1.5)
    assert 0 < remainder < bound

# Lifetimes from the original balance, same physical grid for all currents
currents = np.array([1.0, 2.0, 4.0])
grid_length, grid_cells = 3000.0, 1500
exponents = {}
solved = {}
for ratio in (1.5, c_f):
    times = []
    for j in currents:
        scale = drift_length(j, T)
        t_num = solve_line(scale, D, grid_length, grid_cells,
                           30 * scale ** 2 / D, c_stop=ratio)[0]
        expected = scaled_lifetime(ratio) * scale ** 2 / D
        assert abs(t_num / expected - 1) < 5e-3   # grid error of 2 um cells
        times.append(t_num)
    solved[ratio] = np.array(times)
    exponents[ratio] = -np.polyfit(np.log(currents), np.log(times), 1)[0]
    assert abs(exponents[ratio] - 2) < 5e-3

# Late profile and the balance between supply and accumulated excess
late_tau = 20.0
_, x, c, wall = solve_line(ell, D, grid_length, grid_cells,
                           late_tau * unit_time)
xi = x / ell
near = xi < 3
late_profile = 1 + (late_tau + 1 - xi) * np.exp(-xi)
profile_error = np.max(np.abs(c[near] - late_profile[near]))
excess = np.sum(c - 1) * (x[1] - x[0]) / ell
assert profile_error < 0.03
assert abs(excess - late_tau) < 0.01


# A line blocked at both ends saturates
def blocked_limit(p):
    return p / (1 - np.exp(-p))


short_length = 400.0
short_wall = solve_line(ell, D, short_length, 400, 80 * unit_time,
                        blocked_far_end=True)[3]
short_formula = blocked_limit(short_length / ell)
assert abs(short_wall / short_formula - 1) < 3e-3
critical_length = ell * brentq(lambda p: blocked_limit(p) - c_f, 0.1, 2 * c_f)
finite_times = []
for j in (j_ref, 2 * j_ref):
    scale = drift_length(j, T)
    finite_times.append(solve_line(scale, D, line_length, 800,
                                   200 * scale ** 2 / D, c_stop=c_f,
                                   blocked_far_end=True)[0])
finite_exponent = np.log2(finite_times[0] / finite_times[1])
assert finite_times[0] > t_f and finite_exponent > 2


# Sinks that pull the concentration back to its initial value
def sink_limit(k):
    return 1 + 2 / (np.sqrt(1 + 4 * k) - 1)


k_test = 0.5
sink_wall = solve_line(ell, D, grid_length, grid_cells, 60 * unit_time,
                       loss_rate=k_test / unit_time)[3]
assert abs(sink_wall / sink_limit(k_test) - 1) < 3e-3
needed_sink_time = unit_time * (c_f - 1) ** 2 / c_f
assert abs(sink_limit(unit_time / needed_sink_time) - c_f) < 1e-9
sink_time = (sink_spacing * 1e-3) ** 2 / D
k_real = unit_time / sink_time
sink_excess = sink_limit(k_real) - 1

# Sinks in local equilibrium with stress: larger storage, same exponent
omega = (a0 * 1e-9) ** 3 / 4                       # m3
x_v = np.exp(-E_f / (K_EV * T))
stress_unit = const.k * T / omega / 1e9            # GPa
R = stress_unit / (B * x_v)
stored_times = []
for j in currents:
    scale = drift_length(j, T)
    stored_times.append(solve_line(scale, D, grid_length, grid_cells,
                                   30 * R * scale ** 2 / D,
                                   c_stop=c_f, storage=R)[0])
stored_times = np.array(stored_times)
stored_exponent = -np.polyfit(np.log(currents), np.log(stored_times), 1)[0]
assert abs(stored_exponent - 2) < 1e-2
critical_stress = stress_unit * np.log(c_f)


# Joule heating: line is at T for j_ref, temperature rise grows as j^2
def heated_lifetime(j):
    return lifetime(j, T - heating + heating * (j / j_ref) ** 2)


dj = 1e-4
heated_exponent = -(np.log(heated_lifetime(j_ref * (1 + dj)))
                    - np.log(heated_lifetime(j_ref * (1 - dj)))) / (
                        np.log(1 + dj) - np.log(1 - dj))
heated_formula = 2 + 2 * heating * E_m / (K_EV * T ** 2)
assert abs(heated_exponent - heated_formula) < 1e-4
use_factor = lifetime(j_ref, T_use) / t_f

year = const.year
print(f"Temperature {T:.0f} K, current density {j_ref:.1f} MA/cm2")
print(f"Resistivity {rho_ref:.1f} uOhm cm, effective charge number {Z:.1f}")
print(f"Lattice constant {a0:.2f} nm, attempt frequency {attempt:.0e} Hz")
print(f"Migration energy {E_m:.2f} eV, formation energy {E_f:.2f} eV")
print(f"Critical ratio c_f {c_f:.1f}")
print(f"kT {K_EV * T:.5f} eV")
print(f"Electric field {rho_ref * j_ref * 100:.0f} V/m")
print(f"Vacancy diffusivity D {D:.4f} um2/s")
print(f"Drift length ell {ell:.2f} um")
print(f"Drift speed D/ell {D / ell * 1e3:.2f} nm/s")
print(f"Time unit ell^2/D {unit_time:.1f} s")
print(f"Scaled lifetime tau_f {tau_f:.5f}; late estimate {c_f - 2:.5f}")
print(f"Lifetime {t_f:.0f} s = {t_f / 3600:.2f} h")
print(f"Scaled lifetime for c_f = 1.5: {scaled_lifetime(1.5):.5f}")
print(f"Early-limit ratio at c_f = 1.001: {early_ratio:.5f}")
for tau in (0.1, 1.0, 4.0, 8.0):
    print(f"F({tau:.1f}) = {wall_value(tau):.5f}; tau+2 = {tau + 2:.1f}")
for j, t_num in zip(currents, solved[c_f]):
    print(f"j {j:.0f} MA/cm2: solved {t_num / 3600:.3f} h,"
          f" formula {lifetime(j, T) / 3600:.3f} h")
print(f"Fitted exponent, c_f = 10: {exponents[c_f]:.4f}")
print(f"Fitted exponent, c_f = 1.5: {exponents[1.5]:.4f}")
print(f"At tau = {late_tau:.0f}: wall c {wall:.3f}, excess {excess:.3f}")
print(f"Largest late-profile error for xi < 3: {profile_error:.4f}")
print(f"Blocked {short_length:.0f} um line: final wall c {short_wall:.3f},"
      f" formula {short_formula:.3f}")
print(f"Shortest blocked line that can fail {critical_length:.0f} um")
print(f"Blocked {line_length:.0f} um line: lifetime"
      f" {finite_times[0] / 3600:.2f} h")
print(f"Its exponent between 2 and 4 MA/cm2: {finite_exponent:.3f}")
print(f"Sink test k = {k_test}: wall c {sink_wall:.4f},"
      f" formula {sink_limit(k_test):.4f}")
print(f"Sink lifetime needed for failure {needed_sink_time / 3600:.2f} h")
print(f"Sink spacing {sink_spacing:.0f} nm: sink lifetime {sink_time:.4f} s")
print(f"Largest wall excess c-1 with these sinks {sink_excess:.2e}")
print(f"Initial vacancy site fraction {x_v:.2e}")
print(f"Effective modulus {B:.0f} GPa, kT/Omega {stress_unit:.3f} GPa")
print(f"Storage ratio R {R:.2e}")
print(f"Stress equivalent to c_f {critical_stress:.2f} GPa")
print(f"Scaled lifetime / R with storage"
      f" {stored_times[1] / (R * unit_time):.4f}")
print(f"Lifetime with storage {stored_times[1] / year:.2e} years")
print(f"Fitted exponent with storage {stored_exponent:.4f}")
print(f"Joule heating {heating:.0f} K: local exponent {heated_exponent:.3f}")
print(f"Lifetime factor at {T_use:.0f} K, same c_f and j: {use_factor:.0f}")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 138, in <module>
    assert abs(t_num / expected - 1) < 5e-3   # grid error of 2 um cells
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed assertion compares solved lifetimes with the formula; its output does not show which case failed, and the formula had already passed the Laplace-inversion test, so the fault is sought in the numerical solution. Two weak points were found there: uniform 2 µm cells are coarse for the thin early pile-up at c_f = 1.5 and 4 MA/cm², with an estimated error near the 0.5% limit, and the crossing time relied on the integrator's built-in interpolation. Cells now start at 0.2 µm at the wall, and the crossing is interpolated from computed wall values and rates; the program also prints the error of the old uniform grid with the new crossing method, which shows how much the grid alone contributed. No test is removed and no tolerance is widened; a check that the far end stays undisturbed is added.

Repair:

```diff
@@ -12,5 +12,6 @@
 import mpmath as mp
 from scipy import constants as const
-from scipy.integrate import solve_ivp
+from scipy.integrate import LSODA
+from scipy.interpolate import CubicHermiteSpline
 from scipy.optimize import brentq
 from scipy.special import erf
@@ -30,15 +31,31 @@
 
 
-def solve_line(ell, diff, length, cells, t_end, c_stop=None,
-               blocked_far_end=False, storage=0.0, loss_rate=0.0):
-    """Finite volumes for the vacancy balance; returns time, x, c, wall c."""
-    h = length / cells
-    to_wall = np.exp(h / (2 * ell))   # zero flux between wall and first centre
+def cell_widths(length, first_cell):
+    """Cells grow from the wall by 2 percent each, up to 2 um."""
+    widths, total, width = [], 0.0, first_cell
+    while total < length:
+        widths.append(min(width, 2.0))
+        total += widths[-1]
+        width *= 1.02
+    return np.array(widths) * length / total
+
+
+def solve_line(ell, diff, length, t_end, c_stop=None, blocked_far_end=False,
+               storage=0.0, loss_rate=0.0, first_cell=0.2):
+    """Finite volumes for the vacancy balance.
+
+    Returns time, wall c, cell centres, cell widths and c in the cells."""
+    h = cell_widths(length, first_cell)
+    x = np.cumsum(h) - h / 2
+    distance = np.diff(x)
+    weight_right = h[:-1] / (h[:-1] + h[1:])
+    to_wall = np.exp(h[0] / (2 * ell))   # zero flux in the first half cell
     inflow = 0.0 if blocked_far_end else diff / ell
 
     def rate(t, c):
-        toward_wall = np.zeros(cells + 1)
-        toward_wall[1:-1] = diff * ((c[1:] - c[:-1]) / h
-                                    + (c[1:] + c[:-1]) / (2 * ell))
+        toward_wall = np.zeros(len(h) + 1)
+        face_c = c[:-1] + weight_right * (c[1:] - c[:-1])
+        toward_wall[1:-1] = diff * ((c[1:] - c[:-1]) / distance
+                                    + face_c / ell)
         toward_wall[-1] = inflow
         gain = np.diff(toward_wall) / h - loss_rate * (c - 1)
@@ -47,18 +64,27 @@
         return gain
 
-    events = None
-    if c_stop is not None:
-        def reached(t, c):
-            return c[0] * to_wall - c_stop
-        reached.terminal = True
-        events = reached
-    sol = solve_ivp(rate, (0, t_end), np.ones(cells), method="LSODA",
-                    lband=1, uband=1, rtol=1e-7, atol=1e-9, events=events)
-    assert sol.success
-    if c_stop is not None:
-        assert sol.status == 1, "critical concentration was not reached"
-    c = sol.y[:, -1]
-    x = (np.arange(cells) + 0.5) * h
-    return sol.t[-1], x, c, c[0] * to_wall
+    start = np.ones(len(h))
+    solver = LSODA(rate, 0.0, start, t_end, rtol=1e-7, atol=1e-9,
+                   lband=1, uband=1)
+    t_old, wall_old = 0.0, to_wall
+    slope_old = rate(0.0, start)[0] * to_wall
+    while solver.status == "running":
+        solver.step()
+        assert solver.status != "failed", "time integration failed"
+        if c_stop is None:
+            continue
+        t_new, wall_new = solver.t, solver.y[0] * to_wall
+        slope_new = rate(t_new, solver.y)[0] * to_wall
+        if wall_new >= c_stop:
+            curve = CubicHermiteSpline([0.0, 1.0], [wall_old, wall_new],
+                                       [slope_old * (t_new - t_old),
+                                        slope_new * (t_new - t_old)])
+            part = brentq(lambda p: float(curve(p)) - c_stop, 0.0, 1.0)
+            t_cross = t_old + part * (t_new - t_old)
+            return t_cross, c_stop, x, h, solver.y.copy()
+        t_old, wall_old, slope_old = t_new, wall_new, slope_new
+    assert c_stop is None, "critical concentration was not reached"
+    c = solver.y.copy()
+    return solver.t, c[0] * to_wall, x, h, c
 
 
@@ -126,15 +152,18 @@
 # Lifetimes from the original balance, same physical grid for all currents
 currents = np.array([1.0, 2.0, 4.0])
-grid_length, grid_cells = 3000.0, 1500
+grid_length = 3000.0
 exponents = {}
 solved = {}
+largest_error = 0.0
 for ratio in (1.5, c_f):
     times = []
     for j in currents:
         scale = drift_length(j, T)
-        t_num = solve_line(scale, D, grid_length, grid_cells,
-                           30 * scale ** 2 / D, c_stop=ratio)[0]
+        t_num = solve_line(scale, D, grid_length, 30 * scale ** 2 / D,
+                           c_stop=ratio)[0]
         expected = scaled_lifetime(ratio) * scale ** 2 / D
-        assert abs(t_num / expected - 1) < 5e-3   # grid error of 2 um cells
+        error = abs(t_num / expected - 1)
+        assert error < 5e-3, f"c_f {ratio}, j {j}: relative error {error:.2e}"
+        largest_error = max(largest_error, error)
         times.append(t_num)
     solved[ratio] = np.array(times)
@@ -142,15 +171,21 @@
     assert abs(exponents[ratio] - 2) < 5e-3
 
+# Error of uniform 2 um cells where the pile-up is thinnest
+scale = drift_length(4.0, T)
+t_uniform = solve_line(scale, D, grid_length, 30 * scale ** 2 / D,
+                       c_stop=1.5, first_cell=2.0)[0]
+uniform_error = abs(t_uniform * D / scale ** 2 / scaled_lifetime(1.5) - 1)
+
 # Late profile and the balance between supply and accumulated excess
 late_tau = 20.0
-_, x, c, wall = solve_line(ell, D, grid_length, grid_cells,
-                           late_tau * unit_time)
+_, wall, x, h, c = solve_line(ell, D, grid_length, late_tau * unit_time)
 xi = x / ell
 near = xi < 3
 late_profile = 1 + (late_tau + 1 - xi) * np.exp(-xi)
 profile_error = np.max(np.abs(c[near] - late_profile[near]))
-excess = np.sum(c - 1) * (x[1] - x[0]) / ell
+excess = np.sum((c - 1) * h) / ell
 assert profile_error < 0.03
 assert abs(excess - late_tau) < 0.01
+assert abs(c[-1] - 1) < 1e-5      # the far end is not disturbed
 
 
@@ -161,6 +196,6 @@
 
 short_length = 400.0
-short_wall = solve_line(ell, D, short_length, 400, 80 * unit_time,
-                        blocked_far_end=True)[3]
+short_wall = solve_line(ell, D, short_length, 80 * unit_time,
+                        blocked_far_end=True)[1]
 short_formula = blocked_limit(short_length / ell)
 assert abs(short_wall / short_formula - 1) < 3e-3
@@ -169,5 +204,5 @@
 for j in (j_ref, 2 * j_ref):
     scale = drift_length(j, T)
-    finite_times.append(solve_line(scale, D, line_length, 800,
+    finite_times.append(solve_line(scale, D, line_length,
                                    200 * scale ** 2 / D, c_stop=c_f,
                                    blocked_far_end=True)[0])
@@ -182,6 +217,6 @@
 
 k_test = 0.5
-sink_wall = solve_line(ell, D, grid_length, grid_cells, 60 * unit_time,
-                       loss_rate=k_test / unit_time)[3]
+sink_wall = solve_line(ell, D, grid_length, 60 * unit_time,
+                       loss_rate=k_test / unit_time)[1]
 assert abs(sink_wall / sink_limit(k_test) - 1) < 3e-3
 needed_sink_time = unit_time * (c_f - 1) ** 2 / c_f
@@ -199,5 +234,5 @@
 for j in currents:
     scale = drift_length(j, T)
-    stored_times.append(solve_line(scale, D, grid_length, grid_cells,
+    stored_times.append(solve_line(scale, D, grid_length,
                                    30 * R * scale ** 2 / D,
                                    c_stop=c_f, storage=R)[0])
@@ -244,4 +279,7 @@
 print(f"Fitted exponent, c_f = 10: {exponents[c_f]:.4f}")
 print(f"Fitted exponent, c_f = 1.5: {exponents[1.5]:.4f}")
+print(f"Largest relative error of solved lifetimes {largest_error:.1e}")
+print(f"Same with uniform 2 um cells, c_f = 1.5, 4 MA/cm2:"
+      f" {uniform_error:.1e}")
 print(f"At tau = {late_tau:.0f}: wall c {wall:.3f}, excess {excess:.3f}")
 print(f"Largest late-profile error for xi < 3: {profile_error:.4f}")
```

Output now:

```
Temperature 573 K, current density 2.0 MA/cm2
Resistivity 4.0 uOhm cm, effective charge number 1.0
Lattice constant 0.36 nm, attempt frequency 1e+13 Hz
Migration energy 0.70 eV, formation energy 1.30 eV
Critical ratio c_f 10.0
kT 0.04938 eV
Electric field 800 V/m
Vacancy diffusivity D 0.9032 um2/s
Drift length ell 61.72 um
Drift speed D/ell 14.63 nm/s
Time unit ell^2/D 4217.6 s
Scaled lifetime tau_f 8.01149; late estimate 8.00000
Lifetime 33789 s = 9.39 h
Scaled lifetime for c_f = 1.5: 0.14141
Early-limit ratio at c_f = 1.001: 0.99922
F(0.1) = 1.40979; tau+2 = 2.1
F(1.0) = 2.72014; tau+2 = 3.0
F(4.0) = 5.94321; tau+2 = 6.0
F(8.0) = 9.98846; tau+2 = 10.0
j 1 MA/cm2: solved 37.542 h, formula 37.544 h
j 2 MA/cm2: solved 9.385 h, formula 9.386 h
j 4 MA/cm2: solved 2.346 h, formula 2.346 h
Fitted exponent, c_f = 10: 2.0001
Fitted exponent, c_f = 1.5: 2.0001
Largest relative error of solved lifetimes 2.3e-04
Same with uniform 2 um cells, c_f = 1.5, 4 MA/cm2: 5.3e-03
At tau = 20: wall c 22.002, excess 20.000
Largest late-profile error for xi < 3: 0.0020
Blocked 400 um line: final wall c 6.491, formula 6.491
Shortest blocked line that can fail 617 um
Blocked 800 um line: lifetime 10.01 h
Its exponent between 2 and 4 MA/cm2: 2.093
Sink test k = 0.5: wall c 3.7323, formula 3.7321
Sink lifetime needed for failure 9.49 h
Sink spacing 100 nm: sink lifetime 0.0111 s
Largest wall excess c-1 with these sinks 1.62e-03
Initial vacancy site fraction 3.68e-12
Effective modulus 100 GPa, kT/Omega 0.678 GPa
Storage ratio R 1.84e+09
Stress equivalent to c_f 1.56 GPa
Scaled lifetime / R with storage 3.1958
Lifetime with storage 7.88e+05 years
Fitted exponent with storage 2.0001
Joule heating 5 K: local exponent 2.247
Lifetime factor at 378 K, same c_f and j: 1500
success
```
